Why a Counterpoise-Corrected Interaction Energy Is Not an Adduct Dissociation Energy

**The argument under review**

The argument concerns ammonia borane, H3N–BH3, treated as a gas-phase donor-acceptor adduct. It runs as follows. The adduct geometry is optimized. The energies of BH3 and NH3 are subtracted from that of the adduct, each fragment being computed with the full set of adduct basis functions. The result, at the Hartree–Fock (HF) level in the 6-31G(d) basis with spherical d functions, is −144.60 kJ/mol. Since the basis-set error has been removed, the argument concludes that 144.60 kJ/mol must be supplied to separate the adduct into its components, and proposes to compare this value with a measured heat of dissociation.

The subtraction is sound. The conclusion is not, because the fragments that were subtracted are not the products of the dissociation. The question is what must be added to turn the computed number into the one that is wanted.

**What the subtraction measures**

Let A be BH3 and B be NH3. A star marks a fragment frozen in the shape it has inside the adduct; no star means that it has relaxed to its own minimum. The symbol after the bar names the basis. Thus E(A*|AB) is the energy of borane in its adduct shape, computed with the basis functions of both fragments. The functions of the missing partner sit at its former atomic positions, without nuclei or electrons. The counterpoise-corrected interaction energy is

E_int = E(AB|AB) − E(A*|AB) − E(B*|AB).

It is negative for attraction. All three terms use the same basis and the same nuclear positions. The correction therefore cures an imbalance between basis sets, but it moves no nucleus.

The size of that imbalance is

δ = E(A*|A) + E(B*|B) − E(A*|AB) − E(B*|AB).

In Hartree–Fock theory the lowest energy cannot rise when functions are added to the basis, so δ ≥ 0. Here δ = 10.27 kJ/mol.

Dissociation, by contrast, ends with relaxed fragments. The energy needed to bring them into their adduct shapes is the deformation energy,

E_def = [E(A*|A) − E(A|A)] + [E(B*|B) − E(B|B)].

Each bracket compares two shapes of one fragment in its own basis. Neither can be negative if the relaxed shape is the lowest minimum of that fragment at the same level of theory.

**Closing the cycle**

Without any correction for the basis, the energy from the adduct minimum to the relaxed, separated fragments is

D_unc = E(A|A) + E(B|B) − E(AB|AB).

Dissociation energies are counted positive when energy must be supplied. The definition of E_def gives

E(A|A) + E(B|B) = E(A*|A) + E(B*|B) − E_def,

so that

D_unc = E(A*|A) + E(B*|B) − E(AB|AB) − E_def.

The definition of δ now replaces the energies in the separate bases:

E(A*|A) + E(B*|B) = E(A*|AB) + E(B*|AB) + δ.

Substitution gives

D_unc = −[E(AB|AB) − E(A*|AB) − E(B*|AB)] + δ − E_def
= −E_int + δ − E_def.

The counterpoise scheme takes the uncorrected binding to be too strong by δ, because each fragment in the adduct borrows functions from its partner. This balances the basis between terms; it does not guarantee a value nearer the basis limit. Removing δ gives the counterpoise-corrected dissociation energy, measured between minima of the potential energy:

D_e = D_unc − δ = −E_int − E_def.

The deformation energy is subtracted because the separated fragments give it back when they relax. For ammonia borane,

D_e = 144.60 − 56.98 = 87.62 kJ/mol.

The digits belong to this basis. At the same geometries, Cartesian d functions raise D_e by about 0.3 kJ/mol, and the corrected HF value is 85.4 kJ/mol in def2-TZVP without f functions and 86.7 kJ/mol in cc-pVTZ.

The cycle can be tested by computing both fragments together at a separation where their interaction is negligible. Pulling them apart with their shapes frozen costs 154.86 kJ/mol, in agreement with −E_int + δ. If they end in their relaxed shapes, the cost is 97.88 kJ/mol, in agreement with D_e + δ. The difference is

154.86 − 97.88 = 56.98 kJ/mol,

which is the deformation energy. Neither of these calculations uses ghost functions, and the ghost-basis energies cancel from −E_int + δ and from D_e + δ. The test therefore confirms these sums and the deformation energy, but not δ by itself.

The uncorrected relaxed value, 97.88 kJ/mol, lies much closer to D_e than does the corrected frozen value, 144.60 kJ/mol. In this example the argument removes an error of 10 kJ/mol and leaves one of 57 kJ/mol.

**Where the deformation energy comes from**

Free BH3 is planar: its B–H bonds make an angle of 90.00° with the threefold axis. In the adduct the N–B–H angle is 104.30°, and the B–H bonds lengthen from 1.188 to 1.208 Å. The cost is 56.82 kJ/mol. Integrating the energy gradient along a path between the two shapes gives the same 56.82 kJ/mol, as it should for mechanical work. Bending alone, with the B–H length held at its free value, costs 55.80 kJ/mol. If the bonds are stretched only after this bending, the bending step accounts for about 98% of the borane term.

Ammonia is already pyramidal. Its angle to the axis changes from 111.65° to 110.90°, and its deformation costs 0.16 kJ/mol.

A one-coordinate model shows why a fragment accepts such a cost. Let q measure the departure of borane from planarity. Free borane has the same energy for q and −q, so its leading deformation term is kq²/2, with k > 0. A donor on one side removes that symmetry and permits a linear term in the interaction. To leading order, with the donor held in place,

E(q) = V₀ − fq + kq²/2, V₀ < 0.

Setting the derivative to zero gives −f + kq = 0, or q = f/k. At that point

E_int = V₀ − f²/k,
E_def = k(f/k)²/2 = f²/(2k),
D_e = −V₀ + f²/k − f²/(2k) = −V₀ + f²/(2k).

Deformation strengthens the interaction by f²/k and costs half as much. The adduct gains on balance, but −E_int counts the gain without the cost. For a very stiff fragment, k → ∞ at fixed f, E_def vanishes and −E_int approaches D_e. The argument under review is then harmless at this stage. The model explains the sign and the limit; it is not used for the numbers, which come from the full energy surface.

A better basis does not remove the term. In the def2-TZVP basis without f functions, with the 6-31G(d) geometries kept, δ falls to 3.39 kJ/mol at the HF level, while E_def is 56.39 kJ/mol. The first quantity is a basis artefact; the second is the cost of a real change of shape, and depends on how strongly the partner distorts each fragment.

**From the potential minimum to the ground state**

D_e is still not an observable threshold, since nuclei do not rest at the potential minimum. If ZPE is the zero-point vibrational energy, the difference between ground states is

D_0 = [E(A) + ZPE(A) + E(B) + ZPE(B)] − [E(AB) + ZPE(AB)]
= D_e − ΔZPE,

ΔZPE = ZPE(AB) − ZPE(A) − ZPE(B).

Here the electronic energies are understood to include the counterpoise correction. In the harmonic approximation each vibration of angular frequency ω contributes ħω/2. The eight-atom adduct has 3 × 8 − 6 = 18 vibrations, while the two four-atom fragments have 6 each. Six translations and rotations of the separate fragments have become vibrations. This favours a positive ΔZPE, but does not guarantee one, because the other frequencies shift too. Here

ΔZPE = 194.87 − 72.75 − 97.07 = 25.05 kJ/mol,

D_0 = 87.62 − 25.05 ≈ 62.6 kJ/mol.

The proposed 144.60 kJ/mol is therefore more than twice the ground-state dissociation energy at the same level of theory.

**Which experiment is being compared?**

D_0 belongs beside a dissociation threshold referred to 0 K. A heat of dissociation at temperature T needs one more term. For an ideal gas of nonlinear rigid rotors, with rotation treated classically, each molecule contributes 3RT/2 from translation, 3RT/2 from rotation and RT from pressure times volume, in total 4RT per mole. Two molecules replace one, so

ΔH(T) = D_0 + 4RT + U_vib(A) + U_vib(B) − U_vib(AB),

where U_vib is the thermal vibrational energy above the zero point. The terms after D_0 add up to 7.52 kJ/mol at 298.15 K and 8.27 kJ/mol at 373.15 K. The corresponding heats are 70.1 and 70.8 kJ/mol. Explicit sums over rotational and vibrational levels give 8.23 kJ/mol for the thermal term at the higher temperature, so classical rotation is adequate here. The weaker assumption is the harmonic treatment of the lowest adduct mode, 253 cm⁻¹, which is a torsion about the B–N bond with a barrier near 8 kJ/mol. Treating it as a hindered rotor lowers the thermal term by about 0.3 kJ/mol at both temperatures.

The distinction has large consequences for an equilibrium. With partition functions counted from the ground levels, the dissociation constant K contains the factor exp(−D_0/RT). Putting −E_int in place of D_0, with the partition functions unchanged, gives

K_argument/K = exp[−(−E_int − D_0)/RT].

The energy difference is 82.04 kJ/mol. At 373.15 K the argument makes K too small by a factor of about 10^11.5.

**How far the example can be trusted**

Hartree–Fock theory omits electron correlation, which matters more here than any other neglected effect that was sized. Second-order perturbation theory (MP2) with frozen core electrons, at the HF geometries and in the larger basis, gives

D_e = 173.60 − 52.28 ≈ 121.3 kJ/mol.

This is 36 kJ/mol above the HF value in the same basis. With the HF zero-point term, D_0 becomes about 96 kJ/mol, or 1.00 eV, compared with 0.65 eV from the main calculation. The correct sequence of terms does not rescue an inadequate electronic method. Nor does a better method rescue the wrong sequence: the MP2 value of −E_int still exceeds the corresponding estimate of D_0 by

173.60 − 96.27 = 77.33 kJ/mol.

The MP2 figure is itself an estimate. Its δ is 13.24 kJ/mol, and counterpoise does not supply the correlation energy that a finite basis misses. The value is not converged in the basis. At the same geometries the corrected MP2 D_e rises to about 128 kJ/mol in cc-pVTZ, which moves D_0 to about 103 kJ/mol, or 1.07 eV, and the uncorrected value in cc-pVQZ is about 137 kJ/mol. Higher correlation and re-optimization with MP2 are also absent. Since the MP2 deformation energy was evaluated at HF geometries, its positive sign is a computed result, not a consequence of the minimum property.

Two smaller changes were sized. Lowering all HF frequencies by 10%, as a trial of sensitivity, would raise D_0 by 2.5 kJ/mol. This is not a correction for correlation, which can raise some frequencies and lower others. The geometry was optimized without counterpoise; with rigid fragments, the corrected energies place the B–N minimum only about 0.01 Å further out, and the energy falls by less than 0.1 kJ/mol. Apart from the torsion, anharmonic motion was not sized.

Ammonia borane is used as a solid source for the vapour deposition of boron nitride, with heating to roughly 100 °C, close to the higher temperature above. The isolated-molecule model omits the energy needed to leave the crystal. It also omits the loss of hydrogen on heating, a different reaction from breaking the B–N bond. Neither effect was sized, so D_0 predicts neither the vapour pressure of the source nor the growth rate of the film. Correlation alone shows that the HF value of 0.65 eV should not be used as a design parameter. A measurement that ends in diborane instead of free BH3 refers to a different reaction and needs the dimerization energy as well.

**Recommended correction**

The value of 144.60 kJ/mol should be retained, but labelled as the interaction strength between fragments held in their adduct shapes. The dissociation energy should be reported with its terms shown separately: interaction, deformation, zero-point energy and, for a heat at finite temperature, the thermal term. All should refer to the same products, and any change of electronic method between terms should be stated. The remaining values are in the numerical output.

Numbers as computed

```
H3N-BH3, HF/6-31G(d) unless stated; TZ(-f) = def2-TZVP without f
B-N distance in adduct: 1.690 angstrom
B-H distance in adduct: 1.208 angstrom
B-H distance in free BH3: 1.188 angstrom
N-B-H angle in adduct: 104.30 degree
axis-B-H angle in free BH3: 90.00 degree
N-H distance in adduct: 1.004 angstrom
N-H distance in free NH3: 1.003 angstrom
B-N-H angle in adduct: 110.90 degree
axis-N-H angle in free NH3: 111.65 degree
Eint_CP: -144.60 kJ/mol
superposition error delta: 10.27 kJ/mol
BH3 deformation energy: 56.82 kJ/mol
BH3 deformation from force integral: 56.82 kJ/mol
BH3 bending alone at free bond length: 55.80 kJ/mol
NH3 deformation energy: 0.16 kJ/mol
total deformation energy: 56.98 kJ/mol
De_CP: 87.62 kJ/mol
rigid pull, uncorrected: 154.86 kJ/mol
relaxed pull, uncorrected: 97.88 kJ/mol
ZPE adduct: 194.87 kJ/mol
ZPE BH3: 72.75 kJ/mol
ZPE NH3: 97.07 kJ/mol
dZPE: 25.05 kJ/mol
lowest adduct wavenumber: 253 cm^-1
mode with most B-N motion: 604 cm^-1
D0: 62.56 kJ/mol
-Eint_CP in eV: 1.499 eV
De_CP in eV: 0.908 eV
D0 in eV: 0.648 eV
thermal term at 298.15 K: 7.52 kJ/mol
dissociation enthalpy at 298.15 K: 70.08 kJ/mol
thermal term at 373.15 K: 8.27 kJ/mol
dissociation enthalpy at 373.15 K: 70.83 kJ/mol
thermal term from level sums at 373.15 K: 8.23 kJ/mol
-Eint_CP minus D0: 82.04 kJ/mol
log10 of error factor in K at 373.15 K: 11.5 (no unit)
D0 change if frequencies fall by 10 percent: 2.51 kJ/mol
B-N shift on CP surface, parabola: 0.0102 angstrom
energy gain from that shift: 0.056 kJ/mol
HF/TZ(-f) Eint_CP: -141.74 kJ/mol
HF/TZ(-f) delta: 3.39 kJ/mol
HF/TZ(-f) Edef: 56.39 kJ/mol
HF/TZ(-f) De_CP: 85.36 kJ/mol
MP2/TZ(-f) Eint_CP: -173.60 kJ/mol
MP2/TZ(-f) delta: 13.24 kJ/mol
MP2/TZ(-f) Edef: 52.28 kJ/mol
MP2/TZ(-f) De_CP: 121.33 kJ/mol
D0 from MP2 De_CP and HF dZPE: 96.27 kJ/mol
same D0 in eV: 0.998 eV
MP2 minus HF De_CP, TZ(-f): 35.97 kJ/mol
basis change in HF De_CP: -2.26 kJ/mol
```
